**Integrality and sufficient mesh density of the plaquette Chern number**

The program tests that $C_{\rm lat}=\sum F/2\pi$, with $F$ minus the argument of the product of four link overlaps, is a gauge-invariant integer, and that it equals the Chern number $C$ when $N>4(G_1+G_2)$. Here $G_\mu$ is the largest square root of the quantum metric component $g_{\mu\mu}$ and $N$ is the number of mesh points per direction. For 300 meshes of random states it asserts integrality, gauge invariance and agreement with the sum of vortex numbers. It also asserts that $|F|$ does not exceed the plaquette perimeter in state space, and that the metric agrees with distances between neighbouring states. For a two-band texture the metric bound is $N>20$, while the largest failing mesh among the scanned offsets has $N=11$, in line with the predicted threshold 11.07 for a centred mesh. A plaquette-by-plaquette balance of Berry flux and edge terms finds one plaquette off by $2\pi$ at $N=11$ and none at $N=21$. For the middle Hofstadter band at flux 1/3, with $C=-2$, the bound is $N>7.65$ and the scan finds wrong sums only at $N=2$. The values of $G_\mu$ are maxima over a $240\times240$ grid, so the metric bounds are numerical estimates.

## Verification by program

```python
"""
Result under test: the plaquette sum C_lat = sum(F)/(2 pi), F = -Arg(product of
the four link overlaps), is a gauge-invariant integer on every periodic mesh,
and it equals the Chern number C of an isolated band whenever
    G1/N1 + G2/N2 < 1/4      (N > 4 (G1 + G2) on an N x N mesh).
G_mu  : maximum over the zone of sqrt(g_mu_mu), g = quantum metric of the band
Omega : Berry curvature -2 Im <d1 u|d2 u>,  C = integral(Omega)/(2 pi)
Both k components have period 2 pi; energies are in units of the hopping.
"""
import numpy as np

rng = np.random.default_rng(7)
TWO_PI = 2 * np.pi
DELTA, B = 0.2, 2.5
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def texture(k1, k2):
    """Two-band model: H and its two k derivatives."""
    zero = np.zeros_like(k1)
    d = [np.sin(k1), np.sin(k2), DELTA - B * (2 - np.cos(k1) - np.cos(k2))]
    d1 = [np.cos(k1), zero, -B * np.sin(k1)]
    d2 = [zero, np.cos(k2), -B * np.sin(k2)]
    return [np.einsum('a...,aij->...ij', np.array(v), PAULI) for v in (d, d1, d2)]


def hofstadter(k1, k2):
    """Square lattice, flux 1/3 per cell, three-site magnetic cell."""
    H = np.zeros(k1.shape + (3, 3), complex)
    D1, D2 = np.zeros_like(H), np.zeros_like(H)
    for j in range(3):
        H[..., j, j] = -2 * np.cos(k2 + TWO_PI * j / 3)
        D2[..., j, j] = 2 * np.sin(k2 + TWO_PI * j / 3)
    for j in range(2):
        H[..., j, j + 1] = H[..., j + 1, j] = -1
    H[..., 0, 2] = -np.exp(-1j * k1)
    H[..., 2, 0] = -np.exp(1j * k1)
    D1[..., 0, 2] = 1j * np.exp(-1j * k1)
    D1[..., 2, 0] = -1j * np.exp(1j * k1)
    return H, D1, D2


def states(model, band, k1, k2):
    return np.linalg.eigh(model(k1, k2)[0])[1][..., band]


def geometry(model, band, k1, k2):
    """sqrt(g11), sqrt(g22), curvature, direct gap, |dH/dk1|, |dH/dk2|."""
    H, D1, D2 = model(k1, k2)
    E, V = np.linalg.eigh(H)
    others = [m for m in range(E.shape[-1]) if m != band]
    dE = E[..., others] - E[..., band, None]
    u = V[..., band]
    a = [np.einsum('...im,...ij,...j->...m', V[..., others].conj(), D, u) / dE
         for D in (D1, D2)]
    roots = [np.sqrt(np.sum(abs(x)**2, axis=-1)) for x in a]
    omega = -2 * np.imag(np.sum(a[0].conj() * a[1], axis=-1))
    norms = [np.max(abs(np.linalg.eigvalsh(D)), axis=-1) for D in (D1, D2)]
    return roots[0], roots[1], omega, np.min(abs(dE), axis=-1), norms[0], norms[1]


def overlap(a, b):
    return np.sum(a.conj() * b, axis=-1)


def links(u):
    return overlap(u, np.roll(u, -1, 0)), overlap(u, np.roll(u, -1, 1))


def curl(x1, x2):
    return x1 + np.roll(x2, -1, 0) - np.roll(x1, -1, 1) - x2


def plaquette_phase(u):
    U1, U2 = links(u)
    W = U1 * np.roll(U2, -1, 0) * np.roll(U1, -1, 1).conj() * U2.conj()
    return -np.angle(W)


def lattice_chern(u):
    total = plaquette_phase(u).sum() / TWO_PI
    assert abs(total - round(total)) < 1e-9
    return int(round(total))


def mesh(N, s1=0.0, s2=0.0):
    j = np.arange(N)
    return np.meshgrid((j + s1) * TWO_PI / N, (j + s2) * TWO_PI / N, indexing='ij')


def random_states(shape):
    v = rng.normal(size=shape) + 1j * rng.normal(size=shape)
    return v / np.linalg.norm(v, axis=-1, keepdims=True)


# --- integer and gauge invariance for states with no smooth band behind them
worst_integer, worst_gauge, changed, seen = 0.0, 0.0, 0, []
for trial in range(300):
    n1, n2 = rng.integers(2, 8, size=2)
    u = random_states((n1, n2, 3))
    v = u * np.exp(1j * rng.uniform(0, TWO_PI, (n1, n2, 1)))
    F, Fv = plaquette_phase(u), plaquette_phase(v)
    total = F.sum() / TWO_PI
    worst_integer = max(worst_integer, abs(total - round(total)))
    worst_gauge = max(worst_gauge, np.max(abs(np.exp(1j * F) - np.exp(1j * Fv))))
    vortices = []
    for w, phase in ((u, F), (v, Fv)):
        U1, U2 = links(w)
        raw = (phase - curl(-np.angle(U1), -np.angle(U2))) / TWO_PI
        assert np.max(abs(raw - np.rint(raw))) < 1e-9
        vortices.append(np.rint(raw).astype(int))
    assert vortices[0].sum() == vortices[1].sum() == round(total)
    assert abs(total) <= n1 * n2 / 2 + 1e-9
    changed += int(np.any(vortices[0] != vortices[1]))
    seen.append(int(round(total)))
assert worst_integer < 1e-10 and worst_gauge < 1e-9
assert changed > 0 and len(set(seen)) > 1
print("RANDOM STATES, 300 meshes from 2x2 to 7x7")
print(f"largest distance of C_lat from an integer: {worst_integer:.1e}")
print(f"largest gauge change of exp(iF): {worst_gauge:.1e}")
print(f"C_lat values found: {min(seen)} to {max(seen)}")
print(f"meshes where single vortex numbers changed with gauge: {changed}")

# --- phase of a closed quadrilateral is bounded by its perimeter
ratio, used = 0.0, 0
for spread in (0.2, 0.4, 0.7):
    q = random_states((20000, 1, 3)) + spread * random_states((20000, 4, 3))
    q /= np.linalg.norm(q, axis=-1, keepdims=True)
    ov = overlap(q, np.roll(q, -1, 1))
    perimeter = np.sum(np.arccos(np.minimum(1, abs(ov))), axis=1)
    phase = abs(np.angle(np.prod(ov, axis=1)))
    short = perimeter < np.pi
    used += int(short.sum())
    ratio = max(ratio, np.max(phase[short] / perimeter[short]))
assert used > 1000 and ratio <= 1 + 1e-9
circle = np.array([[1, np.exp(1j * t)] for t in np.arange(4) * np.pi / 2]) / np.sqrt(2)
ov = overlap(circle, np.roll(circle, -1, 0))
circle_phase = abs(np.angle(np.prod(ov)))
circle_perimeter = np.sum(np.arccos(abs(ov)))
assert np.isclose(circle_phase, np.pi) and np.isclose(circle_perimeter, np.pi)
print("PERIMETER LEMMA")
print(f"random quadrilaterals with perimeter below pi: {used}")
print(f"largest |F|/perimeter among them: {ratio:.4f}")
print(f"great circle: |F| = {circle_phase:.6f} rad, perimeter = {circle_perimeter:.6f} rad")


def study(name, model, band, first_N):
    """Continuum Chern number, density bound, and scan over mesh offsets."""
    r1, r2, omega, gap, n1, n2 = geometry(model, band, *mesh(240))
    chern_real = TWO_PI * omega.mean()
    C = int(round(chern_real))
    assert abs(chern_real - C) < 1e-6 and C != 0
    assert np.all(r1 <= n1 / gap + 1e-9) and np.all(r2 <= n2 / gap + 1e-9)
    assert np.all(abs(omega) <= 2 * r1 * r2 + 1e-9)
    # metric against the distance between neighbouring states
    k1, k2 = rng.uniform(0, TWO_PI, (2, 200))
    g = geometry(model, band, k1, k2)
    step = 1e-3
    for axis in (0, 1):
        e1, e2 = (step / 2, 0) if axis == 0 else (0, step / 2)
        ov = abs(overlap(states(model, band, k1 - e1, k2 - e2),
                         states(model, band, k1 + e1, k2 + e2)))
        speed = np.arccos(np.minimum(1, ov)) / step
        assert np.allclose(speed, g[axis], rtol=1e-3, atol=1e-4)
    G1, G2 = r1.max(), r2.max()
    bound = 4 * (G1 + G2)
    gap_bound = 4 * (n1.max() + n2.max()) / gap.min()
    failing = []
    last_N = int(np.ceil(bound)) + 4
    for N in range(first_N, last_N + 1):
        wrong = sum(lattice_chern(states(model, band, *mesh(N, a / 8, b / 8))) != C
                    for a in range(8) for b in range(8))
        if wrong:
            failing.append(N)
            assert N <= bound + 1e-6
    print(name)
    print(f"integral of curvature / 2 pi: {chern_real:.8f}")
    print(f"G1 = {G1:.4f}, G2 = {G2:.4f} (per radian of k)")
    print(f"smallest direct gap: {gap.min():.4f} hopping units")
    print(f"largest |dH/dk1|, |dH/dk2|: {n1.max():.4f}, {n2.max():.4f} hopping units")
    print(f"metric bound 4(G1+G2): N > {bound:.3f}")
    print(f"gap bound 4(V1+V2)/gap: N > {gap_bound:.3f}")
    print(f"offset scan, 64 offsets each, N = {first_N} to {last_N}")
    print(f"largest N with a wrong C_lat (0 = none): {max(failing, default=0)}")
    return C, G1, G2, bound


print(f"INPUT: delta = {DELTA}, B = {B} hopping units")
C, G1, G2, bound = study("TWO-BAND TEXTURE, lower band", texture, 0, 3)
assert np.isclose(G1, 1 / (2 * DELTA)) and np.isclose(G2, 1 / (2 * DELTA))
study("HOFSTADTER FLUX 1/3, middle band", hofstadter, 1, 2)

# --- k = 0 at a plaquette centre: predicted failure threshold
N_c = np.pi / np.arccos(1 - DELTA / (2 * B))
centred = {N: lattice_chern(states(texture, 0, *mesh(N, 0.5, 0.5)))
           for N in range(3, 25)}
for N, value in centred.items():
    assert value == (C if N > N_c else 0)
print("TEXTURE, k = 0 AT A PLAQUETTE CENTRE")
print(f"predicted threshold N_c = {N_c:.4f}")
print("C_lat by N: " + ", ".join(f"{N}:{centred[N]}" for N in (3, 6, 10, 11, 12, 13, 21)))
print(f"ratio metric bound / N_c = {bound / N_c:.3f}")


def edge_excess(k1, k2, axis, h, pieces=200):
    """Phase of the direct overlap relative to transport along the edge."""
    t = np.linspace(0, h, pieces + 1)
    K1 = k1[..., None] + (t if axis == 0 else 0 * t)
    K2 = k2[..., None] + (t if axis == 1 else 0 * t)
    u = states(texture, 0, K1, K2)
    transport = np.prod(overlap(u[..., :-1, :], u[..., 1:, :]), axis=-1)
    return -np.angle(overlap(u[..., 0, :], u[..., -1, :]) * transport.conj())


def flux(k1, k2, h):
    """Gauss-Legendre integral of the curvature over each plaquette."""
    x, w = np.polynomial.legendre.leggauss(12)
    x, w = (x + 1) * h / 2, w * h / 2
    K1 = k1[..., None, None] + x[:, None] + 0 * x[None, :]
    K2 = k2[..., None, None] + 0 * x[:, None] + x[None, :]
    return np.einsum('...ab,a,b->...', geometry(texture, 0, K1, K2)[2], w, w)


# --- plaquette by plaquette: lattice phase = flux + edge terms
for N in (11, 21):
    h = TWO_PI / N
    k1, k2 = mesh(N, 0.5, 0.5)
    u = states(texture, 0, k1, k2)
    F = plaquette_phase(u)
    phi = flux(k1, k2, h)
    edges = curl(edge_excess(k1, k2, 0, h), edge_excess(k1, k2, 1, h))
    miss = (phi + edges - F) / TWO_PI
    jumps = np.rint(miss).astype(int)
    residual = np.max(abs(miss - jumps)) * TWO_PI
    assert residual < 1e-3          # limited by the 200 pieces per edge
    assert abs(phi.sum() - TWO_PI * C) < 1e-4
    assert jumps.sum() == C - lattice_chern(u)
    D1, D2 = [np.arccos(np.minimum(1, abs(U))) for U in links(u)]
    perimeter = D1 + np.roll(D2, -1, 0) + np.roll(D1, -1, 1) + D2
    assert np.all(abs(F) <= perimeter + 1e-6)
    assert perimeter.max() <= 2 * h * (G1 + G2) + 1e-9
    if N > bound:
        assert not jumps.any() and perimeter.max() < np.pi
    else:
        assert jumps[-1, -1] == C
    print(f"PLAQUETTE BALANCE, N = {N}, central plaquette, rad")
    print(f"flux = {phi[-1, -1]:.5f}, edge terms = {edges[-1, -1]:.5f}")
    print(f"flux + edge terms = {(phi + edges)[-1, -1]:.5f}, F = {F[-1, -1]:.5f}")
    print(f"plaquettes off by a multiple of 2 pi: {np.count_nonzero(jumps)}")
    print(f"largest residual: {residual:.1e} rad")
    print(f"largest perimeter: {perimeter.max():.4f}, bound {2 * h * (G1 + G2):.4f} rad")

print("OK")
```

Output:

```
RANDOM STATES, 300 meshes from 2x2 to 7x7
largest distance of C_lat from an integer: 5.6e-16
largest gauge change of exp(iF): 9.2e-15
C_lat values found: -3 to 4
meshes where single vortex numbers changed with gauge: 296
PERIMETER LEMMA
random quadrilaterals with perimeter below pi: 55548
largest |F|/perimeter among them: 0.5563
great circle: |F| = 3.141593 rad, perimeter = 3.141593 rad
INPUT: delta = 0.2, B = 2.5 hopping units
TWO-BAND TEXTURE, lower band
integral of curvature / 2 pi: 1.00000000
G1 = 2.5000, G2 = 2.5000 (per radian of k)
smallest direct gap: 0.4000 hopping units
largest |dH/dk1|, |dH/dk2|: 2.5000, 2.5000 hopping units
metric bound 4(G1+G2): N > 20.000
gap bound 4(V1+V2)/gap: N > 50.000
offset scan, 64 offsets each, N = 3 to 24
largest N with a wrong C_lat (0 = none): 11
HOFSTADTER FLUX 1/3, middle band
integral of curvature / 2 pi: -2.00000000
G1 = 0.7004, G2 = 1.2131 (per radian of k)
smallest direct gap: 1.2679 hopping units
largest |dH/dk1|, |dH/dk2|: 1.0000, 2.0000 hopping units
metric bound 4(G1+G2): N > 7.654
gap bound 4(V1+V2)/gap: N > 9.464
offset scan, 64 offsets each, N = 2 to 12
largest N with a wrong C_lat (0 = none): 2
TEXTURE, k = 0 AT A PLAQUETTE CENTRE
predicted threshold N_c = 11.0700
C_lat by N: 3:0, 6:0, 10:0, 11:0, 12:1, 13:1, 21:1
ratio metric bound / N_c = 1.807
PLAQUETTE BALANCE, N = 11, central plaquette, rad
flux = 2.42801, edge terms = 0.73902
flux + edge terms = 3.16703, F = -3.11614
plaquettes off by a multiple of 2 pi: 1
largest residual: 1.6e-05 rad
largest perimeter: 3.1415, bound 5.7120 rad
PLAQUETTE BALANCE, N = 21, central plaquette, rad
flux = 0.93955, edge terms = 0.14636
flux + edge terms = 1.08590, F = 1.08591
plaquettes off by a multiple of 2 pi: 0
largest residual: 3.1e-06 rad
largest perimeter: 2.4929, bound 2.9920 rad
OK
```
